# A failing check and its repair

Subject: Waist-independent two-photon excitation in a thick, weakly absorbing resist.

```python
# RESULT UNDER TEST: in a thick, weakly absorbing resist the total two-photon
# excitation by a paraxial Gaussian beam does not depend on its waist:
#   integral of I^2 over volume = pi n P^2 / lambda,
#   excitations per pulse = n C delta * integral(P^2 dt) / (4 c omega)  [a.u.]
# I intensity, P power in the resist, n index, lambda vacuum wavelength,
# C initiator density, delta two-photon cross section (rate = delta*flux^2/2),
# w0 waist (1/e^2 intensity radius), zR Rayleigh length, L slab thickness.
# All internal quantities are SI unless a name says otherwise.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import j0, j1, roots_legendre

# ---- inputs: round values, rough regime of two-photon direct laser writing
lam, n, L = 800e-9, 1.5, 1e-3
mean_power, rep_rate, fwhm = 10e-3, 80e6, 100e-15
conc_molar, delta_GM = 0.02, 100.0
alpha_lin = 10.0            # linear absorption, 1/m
n2 = 5e-20                  # Kerr index, m^2/W
heat_capacity = 2e6         # J/(m^3 K)
breakdown_intensity = 1e17  # W/m^2, rough threshold for 100 fs pulses
pulses = 100
waists = [1e-6, 2e-6, 4e-6]

k = 2 * np.pi * n / lam
omega = 2 * np.pi * sc.c / lam
photon = sc.hbar * omega
C = conc_molar * 1e3 * sc.N_A
delta = delta_GM * 1e-58
pulse_energy = mean_power / rep_rate


def rayleigh(w0):
    return k * w0**2 / 2


def nodes(a, b, count):
    x, w = roots_legendre(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


# ---- the Gaussian field solves the paraxial wave equation
r_s, z_s, k_s, zr_s = sp.symbols('r z k zR', positive=True)
q_s = z_s - sp.I * zr_s
u_s = sp.exp(sp.I * k_s * r_s**2 / (2 * q_s)) / q_s
lap = sp.diff(u_s, r_s, 2) + sp.diff(u_s, r_s) / r_s
assert sp.simplify((2 * sp.I * k_s * sp.diff(u_s, z_s) + lap) / u_s) == 0


# ---- numerical integrals built from the complex field itself
def raw_intensity(r, z, w0):
    zr = rayleigh(w0)
    q = z - 1j * zr
    return np.abs(zr / q * np.exp(1j * k * r**2 / (2 * q)))**2


def plane_integral(values, r, wr):
    return np.sum(2 * np.pi * r * values * wr)


def radial_grid(z, w0, count=60):
    return nodes(0, 3.2 * w0 * np.hypot(1, z / rayleigh(w0)), count)


def peak_intensity(power, w0):
    r, wr = radial_grid(0.0, w0)
    return power / plane_integral(raw_intensity(r, 0.0, w0), r, wr)


def volume_integral(func, power, w0, z1=-np.inf, z2=np.inf):
    """Integral of func(I, z) over the slab z1 < z < z2 (focus at z = 0)."""
    zr = rayleigh(w0)
    angle, wa = nodes(np.arctan(z1 / zr), np.arctan(z2 / zr), 60)
    I0, total = peak_intensity(power, w0), 0.0
    for a, w in zip(angle, wa):
        z = zr * np.tan(a)
        r, wr = radial_grid(z, w0)
        I = I0 * raw_intensity(r, z, w0)
        total += w * zr / np.cos(a)**2 * plane_integral(func(I, z), r, wr)
    return total


def square(I, z):
    return I**2


# ---- pulse: Gaussian in time
def shape(t):
    return np.exp(-4 * np.log(2) * (t / fwhm)**2)


x1 = quad(lambda s: shape(s * fwhm), -6, 6)[0]
x2 = quad(lambda s: shape(s * fwhm)**2, -6, 6)[0]
P = pulse_energy / (x1 * fwhm)       # peak power
T2 = x2 * fwhm                       # integral of shape^2 dt
P2dt = P**2 * T2

# ---- power conservation, plane integral, waist independence
thick = np.pi * n * P**2 / lam
for w0 in waists:
    zr = rayleigh(w0)
    z = 1.7 * zr
    r, wr = radial_grid(z, w0)
    I = peak_intensity(P, w0) * raw_intensity(r, z, w0)
    w_sq = w0**2 * (1 + (z / zr)**2)
    assert abs(plane_integral(I, r, wr) / P - 1) < 1e-7
    assert abs(plane_integral(I**2, r, wr) * np.pi * w_sq / P**2 - 1) < 1e-7
    assert abs(volume_integral(square, P, w0) / thick - 1) < 1e-7
    # half of the excitations lie within one Rayleigh length of the focus
    half = volume_integral(square, P, w0, -zr, zr)
    assert abs(half / thick - 0.5) < 1e-7
    # finite slab, focus off centre
    d = 0.3 * L
    F = (np.arctan(d / zr) + np.arctan((L - d) / zr)) / np.pi
    slab = volume_integral(square, P, w0, -d, L - d)
    assert abs(slab / thick / F - 1) < 1e-7
    # one- and three-photon integrals behave differently
    one = volume_integral(lambda I, z: I, P, w0, -L / 2, L / 2)
    assert abs(one / (P * L) - 1) < 1e-6
    three = volume_integral(lambda I, z: I**3, P, w0)
    assert abs(three * 3 * lam * w0**2 / (2 * n * P**3) - 1) < 1e-6

# ---- excitations per pulse: SI quadrature against atomic-unit formula
a0 = sc.value('atomic unit of length')
t0 = sc.value('atomic unit of time')
Eh = sc.value('Hartree energy')
N_direct = 0.5 * C * delta * T2 * volume_integral(
    lambda I, z: (I / photon)**2, P, 2e-6)
P2dt_au = P2dt / (Eh**2 / t0)
N_thick = (n * (C * a0**3) * (delta / (a0**4 * t0)) * P2dt_au
           / (4 / sc.alpha * omega * t0))
assert abs(N_direct / N_thick - 1) < 1e-6


# ---- neglected effects
def probability(I):
    return 0.5 * delta * (I / photon)**2 * T2


def depletion_loss(w0, z1=-np.inf, z2=np.inf):
    full = volume_integral(lambda I, z: pulses * probability(I), P, w0, z1, z2)
    real = volume_integral(
        lambda I, z: -np.expm1(-pulses * probability(I)), P, w0, z1, z2)
    return 1 - real / full


p0_test = probability(peak_intensity(P, 2e-6))
assert abs(depletion_loss(2e-6) / (3 * pulses * p0_test / 32) - 1) < 0.02

rows = []
for w0 in waists:
    zr = rayleigh(w0)
    slab = volume_integral(square, P, w0, -L / 2, L / 2)
    absorbed = volume_integral(
        lambda I, z: (I * np.exp(-alpha_lin * (z + L / 2)))**2,
        P, w0, -L / 2, L / 2)
    I0 = peak_intensity(P, w0)
    rows.append(dict(w0=w0, zr=zr, frac=slab / thick, I0=I0,
                     p0=probability(I0), lin=1 - absorbed / slab,
                     dep=depletion_loss(w0, -L / 2, L / 2)))
assert np.ptp([row['lin'] for row in rows]) < 1e-4
deficit_law = 4 * rows[0]['zr'] / (np.pi * L)
assert abs((1 - rows[0]['frac']) / deficit_law - 1) < 0.01
assert abs(rows[0]['p0'] / rows[1]['p0'] - 16) < 1e-5

# Kerr phase collected on the axis, from the definition and from the formula
zr = rayleigh(1e-6)
I0 = peak_intensity(P, 1e-6)
axis = quad(lambda s: raw_intensity(0.0, s * zr, 1e-6), -np.inf, np.inf)[0]
kerr_phase = 2 * np.pi / lam * n2 * I0 * zr * axis
assert abs(kerr_phase / (4 * np.pi**2 * n * n2 * P / lam**2) - 1) < 1e-6

beam_loss = 2 * photon * (N_thick / T2) / P   # at the pulse peak
fluence = 2 * pulse_energy / (np.pi * waists[0]**2)
heating = pulses * (2 * photon * C * rows[0]['p0']
                    + alpha_lin * fluence) / heat_capacity

# Exact plane-wave sum with longitudinal field; excitation ~ (|E|^2)^2.
XK, WK = roots_legendre(1500)


def nonparaxial_ratio(w0):
    top = np.arcsin(min(1.0, 8 / (k * w0)))
    th, wt = top * (XK + 1) / 2, WK * top / 2
    kap, kz = k * np.sin(th), k * np.cos(th)
    amp = np.exp(-(kap * w0)**2 / 4)
    meas = kap * kz * wt                      # kappa d(kappa)
    power = 2 * np.pi * np.sum(
        amp**2 * (1 + np.tan(th)**2 / 2) * np.cos(th) * meas)
    zr, total = rayleigh(w0), 0.0
    for a, w in zip(*nodes(0, np.pi / 2, 8)):
        z = zr * np.tan(a)
        r, wr = nodes(0, 2.6 * w0 / np.cos(a), 48)
        wave = amp * meas * np.exp(1j * (kz - k) * z)
        arg = np.outer(r, kap)
        ex2 = np.abs(j0(arg) @ wave)**2
        ez2 = np.abs(j1(arg) @ (wave * np.tan(th)))**2
        # average over azimuth of (ex2 + ez2 cos^2 phi)^2
        dens = ex2**2 + ex2 * ez2 + 3 / 8 * ez2**2
        total += 2 * w * zr / np.cos(a)**2 * plane_integral(dens, r, wr)
    return total / (power**2 * np.pi * n / lam)


np_waists = [0.5e-6] + waists
np_dev = [nonparaxial_ratio(w0) - 1 for w0 in np_waists]
assert abs(np_dev[1]) < 0.02
assert abs(np_dev[2] / np_dev[3] - 4) < 0.5   # error falls as 1/w0^2

# ---- printed numbers
print(f"wavelength {lam*1e9:.0f} nm; photon energy {photon/sc.e:.3f} eV")
print(f"index {n:.2f}; slab thickness {L*1e6:.0f} um, focus at mid-depth")
print(f"mean power {mean_power*1e3:.0f} mW; repetition {rep_rate/1e6:.0f} MHz")
print(f"pulse FWHM {fwhm*1e15:.0f} fs; energy {pulse_energy*1e12:.0f} pJ")
print(f"peak power {P:.0f} W; integral P^2 dt {P2dt:.3e} W^2 s")
print(f"initiator {conc_molar:.2f} mol/L = {C*1e-6:.3e} cm^-3")
print(f"two-photon cross section {delta_GM:.0f} GM")
print(f"thick limit, integral I^2 dV at peak {thick*1e-6:.3e} W^2/um")
print(f"thick limit, excitations per pulse {N_thick:.3e}")
for row in rows:
    print(f"waist {row['w0']*1e6:.0f} um: Rayleigh length {row['zr']*1e6:.2f} um")
    print(f"  peak intensity {row['I0']*1e-4:.3e} W/cm2")
    print(f"  peak excitation probability per pulse {row['p0']:.3e}")
    print(f"  slab total / thick limit {row['frac']:.4f}")
    print(f"  excitations per pulse in slab {row['frac']*N_thick:.3e}")
    print(f"  loss of total by linear absorption {100*row['lin']:.3f} %")
    print(f"  loss by depletion, {pulses} pulses {100*row['dep']:.3f} %")
print(f"linear absorption coefficient {alpha_lin/100:.2f} 1/cm")
print(f"two-photon beam loss at pulse peak {100*beam_loss:.3f} %")
print(f"Kerr index {n2*1e4:.1e} cm2/W; on-axis phase {kerr_phase:.2e} rad")
print(f"heat capacity {heat_capacity*1e-6:.1f} J/(cm3 K)")
print(f"heating, {pulses} pulses, 1 um waist, no cooling {heating:.2f} K")
print(f"rough breakdown threshold {breakdown_intensity*1e-4:.0e} W/cm2")
print(f"peak / threshold, 1 um waist {rows[0]['I0']/breakdown_intensity:.2e}")
for w0, dev in zip(np_waists, np_dev):
    print(f"waist {w0*1e6:.1f} um: divergence {2/(k*w0):.3f} rad, "
          f"non-paraxial change {100*dev:.3f} %")
print("all good")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 120, in <module>
    assert abs(one / (P * L) - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was numerical, not physical. The one-photon check integrated over depth with z = zR tan(u), which suits integrands that fall off with depth, but the one-photon plane integral is constant, so the mapped integrand rises steeply at the slab faces and 60 nodes do not resolve it to 1e-6. That check now integrates directly over z, with the field, the tested quantity and the tolerance unchanged. No other test or formula is altered.

Repair:

```diff
@@ -70,5 +70,8 @@
 
 def volume_integral(func, power, w0, z1=-np.inf, z2=np.inf):
-    """Integral of func(I, z) over the slab z1 < z < z2 (focus at z = 0)."""
+    """Integral of func(I, z) over the slab z1 < z < z2 (focus at z = 0).
+
+    The map z = zR tan(angle) suits integrands that fall off with depth.
+    """
     zr = rayleigh(w0)
     angle, wa = nodes(np.arctan(z1 / zr), np.arctan(z2 / zr), 60)
@@ -79,4 +82,13 @@
         I = I0 * raw_intensity(r, z, w0)
         total += w * zr / np.cos(a)**2 * plane_integral(func(I, z), r, wr)
+    return total
+
+
+def one_photon_integral(power, w0):
+    """Integral of I over the slab, taken directly over depth."""
+    I0, total = peak_intensity(power, w0), 0.0
+    for z, w in zip(*nodes(-L / 2, L / 2, 40)):
+        r, wr = radial_grid(z, w0)
+        total += w * plane_integral(I0 * raw_intensity(r, z, w0), r, wr)
     return total
 
@@ -117,5 +129,5 @@
     assert abs(slab / thick / F - 1) < 1e-7
     # one- and three-photon integrals behave differently
-    one = volume_integral(lambda I, z: I, P, w0, -L / 2, L / 2)
+    one = one_photon_integral(P, w0)
     assert abs(one / (P * L) - 1) < 1e-6
     three = volume_integral(lambda I, z: I**3, P, w0)
```

The mended program passes:

```
wavelength 800 nm; photon energy 1.550 eV
index 1.50; slab thickness 1000 um, focus at mid-depth
mean power 10 mW; repetition 80 MHz
pulse FWHM 100 fs; energy 125 pJ
peak power 1174 W; integral P^2 dt 1.038e-07 W^2 s
initiator 0.02 mol/L = 1.204e+19 cm^-3
two-photon cross section 100 GM
thick limit, integral I^2 dV at peak 8.123e+06 W^2/um
thick limit, excitations per pulse 5.972e+05
waist 1 um: Rayleigh length 5.89 um
  peak intensity 7.476e+10 W/cm2
  peak excitation probability per pulse 3.411e-03
  slab total / thick limit 0.9925
  excitations per pulse in slab 5.927e+05
  loss of total by linear absorption 0.995 %
  loss by depletion, 100 pulses 3.053 %
waist 2 um: Rayleigh length 23.56 um
  peak intensity 1.869e+10 W/cm2
  peak excitation probability per pulse 2.132e-04
  slab total / thick limit 0.9700
  excitations per pulse in slab 5.793e+05
  loss of total by linear absorption 0.995 %
  loss by depletion, 100 pulses 0.205 %
waist 4 um: Rayleigh length 94.25 um
  peak intensity 4.672e+09 W/cm2
  peak excitation probability per pulse 1.333e-05
  slab total / thick limit 0.8814
  excitations per pulse in slab 5.263e+05
  loss of total by linear absorption 0.995 %
  loss by depletion, 100 pulses 0.014 %
linear absorption coefficient 0.10 1/cm
two-photon beam loss at pulse peak 0.336 %
Kerr index 5.0e-16 cm2/W; on-axis phase 5.43e-03 rad
heat capacity 2.0 J/(cm3 K)
heating, 100 pulses, 1 um waist, no cooling 1.06 K
rough breakdown threshold 1e+13 W/cm2
peak / threshold, 1 um waist 7.48e-03
waist 0.5 um: divergence 0.340 rad, non-paraxial change -1.573 %
waist 1.0 um: divergence 0.170 rad, non-paraxial change -0.368 %
waist 2.0 um: divergence 0.085 rad, non-paraxial change -0.091 %
waist 4.0 um: divergence 0.042 rad, non-paraxial change -0.023 %
all good
```
